# Two Kirkendall planes in a diffusion couple with two compound layers

## Definitions and conventions

Pure A occupies $z<0$ and pure B occupies $z>0$ at $t=0$. They react to form two compounds, $\beta$ next to A and $\gamma$ next to B. The atomic fractions of B are $N_\beta<N_\gamma$, and $\Delta=N_\gamma-N_\beta$. The interfaces are $z_1$ (A/$\beta$), $z_2$ ($\beta$/$\gamma$) and $z_3$ ($\gamma$/B), so the layer thicknesses are $x_\beta=z_2-z_1$ and $x_\gamma=z_3-z_2$. A dot denotes a time derivative.

The assumptions of the first derivation are these.

- Both compounds are line compounds: the composition of each is fixed, although chemical potentials vary across it.
- All phases have the same volume $\Omega$ per atom, and the end members dissolve nothing.
- Interfaces are in local equilibrium, so growth is controlled by diffusion.
- Vacancies are kept at equilibrium by sources and sinks, without pores, and all motion is along $z$.
- The ratio of tracer diffusivities, $r=D_B/D_A$, is uniform in each layer, with values $r_\beta$ and $r_\gamma$, both finite and positive.

An inert marker moves with the local lattice at velocity $v(z,t)$, measured in the frame of the unreacted end members. A Kirkendall plane is a position $z_K\propto\sqrt t$ that moves with the lattice. Since $\dot z_K=z_K/(2t)$, it satisfies

$$v(z_K,t)=\frac{z_K}{2t}.\tag{1}$$

The result to be derived is that the line $z/(2t)$ meets the velocity curve inside both layers exactly when

$$r_\beta<r_*<r_\gamma,\qquad r_*=\frac{N_\beta x_\beta}{(1-N_\gamma)x_\gamma}.\tag{2}$$

Two crossings provide two possible resting places for markers. Whether both hold markers also depends on where the markers are when the layers first form.

## First derivation: the marker-velocity curve

### Fluxes and lattice velocity in one layer

Let $a$ be the flux of A to the right and $b$ the flux of B to the left, both relative to the lattice and multiplied by $\Omega$, so that they are velocities. Neglecting the coupling of the two fluxes through the vacancies, with $N$ the fraction of B,

$$a=-\frac{D_A(1-N)}{k_BT}\frac{\partial\mu_A}{\partial z},\qquad b=\frac{D_BN}{k_BT}\frac{\partial\mu_B}{\partial z}.$$

The signs follow from atoms moving down their chemical potential. The Gibbs–Duhem relation, $(1-N)\partial_z\mu_A+N\partial_z\mu_B=0$, turns the first expression into $a=D_AN\,\partial_z\mu_B/(k_BT)$. Hence $b/a=r$.

The number of atoms per volume is $1/\Omega$ everywhere, so the total atom flux cannot depend on $z$. It vanishes in the end members and therefore everywhere. Counted to the right, it is $a-b+v=0$, which gives

$$v=b-a.$$

If B is faster, the lattice drifts to the right, towards the B side. The leftward flux of B in the fixed frame is

$$F=b-Nv=b-N(b-a)=(1-N)b+Na.$$

Because $N$ does not change in time inside a line compound, conservation of B makes $F$ uniform across the layer. Inserting the expressions for $a$ and $b$ and integrating over the thickness gives

$$F=\frac{D_{\rm int}}{x},\qquad D_{\rm int}=\int\left[(1-N)D_B+ND_A\right]\frac{N\,d\mu_B}{k_BT}.$$

The limits of the integral are the equilibrium potentials at the two interfaces, so the integrated diffusion coefficient $D_{\rm int}$ is constant during growth. With $b=ra$,

$$a=\frac{F}{q},\quad b=\frac{rF}{q},\quad v=F\,\frac{r-1}{q},\qquad q=(1-N)r+N.\tag{3}$$

All three are uniform in a layer. The velocity curve consists of one flat step per compound, while $z/(2t)$ rises with $z$. The line can therefore cross each step at most once.

### Motion of the interfaces

At $z_1$, advancing into A creates $\beta$, which needs a fraction $N_\beta$ of B. At $z_2$, an advance to the right turns $\gamma$ into $\beta$ and releases $\Delta$; this release and the supply $F_\gamma$ feed the outflow $F_\beta$. At $z_3$, turning B into $\gamma$ releases $1-N_\gamma$. Thus

$$\dot z_1=-\frac{F_\beta}{N_\beta},\qquad \dot z_2=\frac{F_\beta-F_\gamma}{\Delta},\qquad \dot z_3=\frac{F_\gamma}{1-N_\gamma}.\tag{4}$$

Subtracting neighbouring velocities, and using $\Delta+N_\beta=N_\gamma$ and $\Delta+1-N_\gamma=1-N_\beta$,

$$N_\beta\dot x_\beta=\frac{N_\gamma F_\beta-N_\beta F_\gamma}{\Delta},\tag{5}$$

$$(1-N_\gamma)\dot x_\gamma=\frac{(1-N_\beta)F_\gamma-(1-N_\gamma)F_\beta}{\Delta}.\tag{6}$$

Now set $x_\beta=k_\beta\sqrt t$, $x_\gamma=k_\gamma\sqrt t$ and $\rho=k_\gamma/k_\beta$, and write $D_\beta,D_\gamma$ for the two values of $D_{\rm int}$. Multiplying (5) by $x_\beta/N_\beta$ and (6) by $x_\gamma/(1-N_\gamma)$, with $x\dot x=k^2/2$, gives

$$\frac{k_\beta^2}{2}=\frac1\Delta\left(\frac{N_\gamma}{N_\beta}D_\beta-\frac{D_\gamma}{\rho}\right),\qquad
\frac{k_\gamma^2}{2}=\frac1\Delta\left(\frac{1-N_\beta}{1-N_\gamma}D_\gamma-\rho D_\beta\right).$$

The condition $k_\gamma^2=\rho^2k_\beta^2$ becomes

$$\frac{N_\gamma}{N_\beta}D_\beta\,\rho^2+(D_\beta-D_\gamma)\rho-\frac{1-N_\beta}{1-N_\gamma}D_\gamma=0.\tag{7}$$

The product of the roots is negative, so there is one positive root. It must also give $k_\beta^2>0$, that is $\rho>\rho_0=N_\beta D_\gamma/(N_\gamma D_\beta)$. At $\rho_0$ the left side of (7) equals $D_\gamma[N_\beta/N_\gamma-(1-N_\beta)/(1-N_\gamma)]$. This is negative because $N_\beta<N_\gamma$, so the root lies above $\rho_0$. Both layers grow for any positive $D_\beta$ and $D_\gamma$.

### Which crossings exist

A crossing in $\beta$ requires $\dot z_1<v_\beta<\dot z_2$, because $\dot z_i=z_i/(2t)$. The lower condition holds automatically. From (3) and (4),

$$v_\beta-\dot z_1=F_\beta\left(\frac{r_\beta-1}{q_\beta}+\frac1{N_\beta}\right)
=\frac{F_\beta r_\beta}{N_\beta q_\beta}=\frac{b_\beta}{N_\beta}>0,$$

where the numerator was $N_\beta r_\beta-N_\beta+(1-N_\beta)r_\beta+N_\beta=r_\beta$. In the same way,

$$\dot z_3-v_\gamma=F_\gamma\,\frac{q_\gamma-(1-N_\gamma)(r_\gamma-1)}{(1-N_\gamma)q_\gamma}=\frac{a_\gamma}{1-N_\gamma}>0,$$

since $q_\gamma-(1-N_\gamma)(r_\gamma-1)=1$. The middle interface alone decides, and two crossings exist exactly when

$$v_\beta<\dot z_2<v_\gamma.\tag{8}$$

To obtain the threshold, insert (3) into $v_\beta<\dot z_2$, multiply by $q_\beta>0$ and collect $r_\beta$:

$$r_\beta\left[F_\beta-(1-N_\beta)\dot z_2\right]<F_\beta+N_\beta\dot z_2.$$

With $\dot z_2$ from (4), the right side is

$$\frac{(\Delta+N_\beta)F_\beta-N_\beta F_\gamma}{\Delta}=\frac{N_\gamma F_\beta-N_\beta F_\gamma}{\Delta}=N_\beta\dot x_\beta,$$

and the bracket is

$$\frac{(\Delta-1+N_\beta)F_\beta+(1-N_\beta)F_\gamma}{\Delta}=(1-N_\gamma)\dot x_\gamma,$$

because $\Delta-1+N_\beta=-(1-N_\gamma)$. Both are positive, and $\dot x=x/(2t)$, so division gives $r_\beta<r_*$.

For $\gamma$, the condition $v_\gamma>\dot z_2$ reads $r_\gamma[F_\gamma-(1-N_\gamma)\dot z_2]>F_\gamma+N_\gamma\dot z_2$. The right side is $[(\Delta-N_\gamma)F_\gamma+N_\gamma F_\beta]/\Delta=N_\beta\dot x_\beta$. The bracket is $[(\Delta+1-N_\gamma)F_\gamma-(1-N_\gamma)F_\beta]/\Delta=(1-N_\gamma)\dot x_\gamma$. These are the same two quantities, so $r_\gamma>r_*$ with the same threshold. This proves (2).

### Where markers go

With $\xi=z/\sqrt t$ and $v=w(\xi)/\sqrt t$, a marker obeys

$$\frac{d\xi}{d\ln t}=t\left(\frac{\dot z}{\sqrt t}-\frac{z}{2t^{3/2}}\right)=w(\xi)-\frac{\xi}{2}.\tag{9}$$

Fixed points are the crossings (1). A small deviation from one changes at the rate $w'-\tfrac12$ per unit of $\ln t$, so a crossing attracts markers if $w'<\tfrac12$. On a flat step $w'=0$. There $\dot z=w/\sqrt t$ integrates to

$$z(t)-2w\sqrt t=\text{constant}.\tag{10}$$

The distance of a marker from its plane stays fixed in absolute terms while the layer grows, so it shrinks relative to the thickness as $t^{-1/2}$.

Under (8), markers in $\beta$ lag behind $z_2$ and markers in $\gamma$ run ahead of it. The interface repels markers from both sides. The four cases, leaving aside equalities, are:

- $r_\beta<r_*<r_\gamma$: a plane in each layer.
- $r_\beta<r_*$ and $r_\gamma<r_*$: a plane in $\beta$ only. Markers from $\gamma$ cross $z_2$ and approach it.
- $r_\beta>r_*$ and $r_\gamma>r_*$: a plane in $\gamma$ only.
- $r_\gamma<r_*<r_\beta$: no crossing inside a layer. Both lattices carry markers into $z_2$, where they stay if the moving interface holds them.

Equal ratios in the two layers can never satisfy (2). Two planes need a relatively faster B in $\gamma$ than in $\beta$.

At $t=0$ all interfaces coincide with the contact, and (9) does not say on which side of $z_2$ a marker begins. That is settled by the first formation of the compounds. Markers that all start in $\beta$ label the $\beta$ plane, and the crossing in $\gamma$ then remains unmarked.

## Second derivation: counting atoms

This route uses neither a velocity curve nor the line $z/(2t)$. It asks at which interface each piece of a layer was made.

Since $a$ and $b$ are separately uniform in a layer, no lattice sites are created or removed inside it. Each layer moves rigidly and gains or loses material at its edges. Let $M_{\beta1}$ and $M_{\beta2}$ be the net amounts of $\beta$ made at $z_1$ and $z_2$, and $M_{\gamma2}$ and $M_{\gamma3}$ those of $\gamma$ made at $z_2$ and $z_3$. All are numbers of atoms per area, with $M_\beta=M_{\beta1}+M_{\beta2}$ and $M_\gamma=M_{\gamma2}+M_{\gamma3}$. If $M_{\beta2}>0$, the layer contains a junction between $\beta$ made at $z_1$ and $\beta$ made at $z_2$. The junction is fixed in the lattice and dates from the start of growth, so it is the Kirkendall plane of that layer. A negative $M_{\beta2}$ means that $z_2$ has consumed $\beta$ made at $z_1$; in parabolic growth it has done so at all times, and no junction exists. The same holds for $\gamma$.

Follow the atoms that have crossed $\beta$. The B atoms arriving at $z_1$ were all used to make $\beta$ there; their number is $N_\beta M_{\beta1}$. The A atoms arriving at $z_2$ went into the $\beta$ made at $z_2$ and into the whole of $\gamma$, which has no other source of A. The ratio of the two numbers is $r_\beta$, because $b/a=r_\beta$ at every moment:

$$r_\beta=\frac{N_\beta M_{\beta1}}{(1-N_\beta)M_{\beta2}+(1-N_\gamma)M_\gamma}.\tag{11}$$

For $\gamma$, the A atoms that crossed it made the $\gamma$ at $z_3$. The B atoms that crossed it supplied all the B in $\beta$ and the B in the $\gamma$ made at $z_2$:

$$r_\gamma=\frac{N_\beta M_\beta+N_\gamma M_{\gamma2}}{(1-N_\gamma)M_{\gamma3}}.\tag{12}$$

Insert $M_{\beta1}=M_\beta-M_{\beta2}$ in (11), multiply out and collect $M_{\beta2}$; treat (12) likewise with $M_{\gamma3}=M_\gamma-M_{\gamma2}$:

$$M_{\beta2}=\frac{N_\beta M_\beta-r_\beta(1-N_\gamma)M_\gamma}{N_\beta+r_\beta(1-N_\beta)},\qquad
M_{\gamma2}=\frac{r_\gamma(1-N_\gamma)M_\gamma-N_\beta M_\beta}{N_\gamma+r_\gamma(1-N_\gamma)}.\tag{13}$$

The denominators are positive. Both amounts are positive exactly when

$$r_\beta<\frac{N_\beta M_\beta}{(1-N_\gamma)M_\gamma}<r_\gamma.\tag{14}$$

For equal atomic volumes $M_\beta/M_\gamma=x_\beta/x_\gamma$, and (14) is (2). The threshold has a direct meaning: it is the number of B atoms stored in $\beta$ divided by the number of A atoms stored in $\gamma$. All of these atoms have passed through $z_2$.

Two limits follow from (13). As $r_\beta\to0$, $M_{\beta2}\to M_\beta$: no B crosses $\beta$, the layer grows at $z_2$, and its plane approaches $z_1$. As $r_\gamma\to\infty$, $M_{\gamma2}\to M_\gamma$ and the other plane approaches $z_3$.

## Worked example

Take a model couple with compounds A$_2$B and AB$_2$, so $N_\beta=1/3$ and $N_\gamma=2/3$. Let $D_\beta=10$ and $D_\gamma=20\ \mu{\rm m^2/h}$, $r_\beta=0.2$, $r_\gamma=4$ and $t=100$ h.

Equation (7) is $20\rho^2-10\rho-40=0$, with positive root $\rho=(1+\sqrt{33})/4=1.686$. Then $k_\beta^2=2\times3\,(20-20/1.686)=48.8\ \mu{\rm m^2/h}$. The thicknesses are $x_\beta=69.9$ and $x_\gamma=117.8\ \mu$m, and the fluxes are $F_\beta=10/69.9=0.143$ and $F_\gamma=20/117.8=0.170\ \mu$m/h.

The velocity factors from (3) are

$$\frac{v_\beta}{F_\beta}=\frac{-0.8}{0.1333+0.3333}=-1.714,\qquad \frac{v_\gamma}{F_\gamma}=\frac{3}{1.3333+0.6667}=1.5,$$

so $v_\beta=-0.245$ and $v_\gamma=0.255\ \mu$m/h. The interfaces lie at $-85.9$, $-16.0$ and $101.8\ \mu$m, where $z/(2t)$ is $-0.429$, $-0.080$ and $0.509\ \mu$m/h. Each velocity falls within the range of its own layer. The planes are at $2tv$, namely $-49.1$ and $50.9\ \mu$m, which is $100\ \mu$m apart.

The atom count gives the same positions. Here $N_\beta x_\beta=23.3$ and $(1-N_\gamma)x_\gamma=39.3\ \mu$m, so $r_*=0.593$, between 0.2 and 4. From (13), with amounts expressed as thicknesses,

$$M_{\beta2}=\frac{23.3-0.2\times39.3}{0.4667}=33.1\ \mu{\rm m},\qquad M_{\gamma2}=\frac{4\times39.3-23.3}{2}=66.9\ \mu{\rm m}.$$

The planes lie these distances to the left and right of $z_2=-16.0\ \mu$m, at $-49.1$ and $50.9\ \mu$m.

With the $D_{\rm int}$ held fixed, the layers do not change when the ratios do. Setting $r_\beta=r_\gamma=4$ leaves the $\gamma$ plane alone; $r_\beta=r_\gamma=0.2$ leaves the $\beta$ plane alone. Exchanging the ratios, $r_\beta=4$ and $r_\gamma=0.2$, sends markers placed at the original contact to $z_2$, if the interface holds them.

Two markers at $-2.1$ and $-1.1\ \mu$m after 1 h lie on opposite sides of $z_2=-1.6\ \mu$m. After 100 h they are at $-46.3$ and $44.7\ \mu$m. Their offsets from the planes, $2.8$ and $-6.2\ \mu$m, have not changed since 1 h, as (10) requires. A separation of $1\ \mu$m has become one of $91\ \mu$m.

## What each derivation assumes

Both derivations need fixed compositions, a uniform ratio $r$ in each layer, insoluble end members and working vacancy sinks. They differ in three respects.

**Atomic volume.** The velocity formula $v=b-a$ and the balances (4) use equal volumes per atom. The atom count does not, and (14) holds for unequal volumes. If $\beta$ and $\gamma$ have 0.85 and 1.10 times the atomic volume of the end members, with $D_{\rm int}$ unchanged, the threshold in the example is 0.875. Using thicknesses in place of atom numbers would give $0.875\times0.85/1.10=0.676$.

**Growth law.** The line $z/(2t)$ presupposes parabolic growth. Relations (11) and (12) are sums over time and do not. Reading a positive $M_{\beta2}$ or $M_{\gamma2}$ as a plane dating from the start does require that this accumulated amount has been positive at all times since the start, which parabolic growth guarantees. Likewise a negative amount excludes a junction only if $z_2$ has never produced that compound. After a change of conditions, a later junction can exist while the net amount is still negative.

**Information delivered.** The velocity curve shows that the planes attract markers and that, under (8), $z_2$ repels them. The atom count shows at which interface each part of a layer was made. Measured plane positions give the flux ratios $b/a$, which equal the tracer ratios only when vacancy wind is neglected, by either route, through (1), (3) and (4) or through the atom count: inserting the four amounts of the example into (11) and (12) returns 0.2 and 4.

The two conditions meet at $z_2$, where $\dot z_2-v_\beta$ and $v_\gamma-\dot z_2$ are the rates at which the two lattices are produced. Condition (8) says that both are positive.

## Real couples and neglected effects

The example lies in the rough regime of bulk intermetallic couples, where layers of tens to hundreds of micrometres form in days. Its $D_{\rm int}$ values are $2.8\times10^{-15}$ and $5.6\times10^{-15}\ {\rm m^2/s}$. The ratios are model choices that make the majority element faster in each compound.

The first neglected effect is vacancy wind. Manning's expression for a random alloy, taken over here without derivation and with the fcc correlation factor 0.7815, changes the effective ratios to 0.149 and 5.23. With the $D_{\rm int}$ held fixed, the planes move outwards to $-56$ and $60\ \mu$m, by 7 and $9\ \mu$m. Line compounds are ordered, so this indicates a size and is not a correction to apply.

If $\ln r$ varies linearly across each layer, between $\ln(r/1.5)$ and $\ln(1.5r)$ in either direction, the planes move by at most 0.82 and $2.4\ \mu$m and one attracting crossing per layer remains. The shifts are this small because both planes lie near mid-layer, where this profile leaves the ratio unchanged. Other profiles over the same range can move the planes further, and a steep rise of $r$ towards the B side can create additional crossings. A numerical solution of the conservation law, with homogeneity ranges of 0.02 in atomic fraction and a $1\ \mu$m grid, places the interfaces within $0.6\ \mu$m of the line-compound values.

If both compounds have an atomic volume smaller by 5 %, the separation of the planes stays at $100\ \mu$m. With relative volume $\omega$, the atom flux scales as $D_{\rm int}/(\omega x)$ and each atom adds a thickness proportional to $\omega$, so $\omega$ cancels from the growth of $x$. The positions relative to the original contact do shift.

Pores, grain-boundary transport, slow interface reactions and late formation of one compound are not sized. Any of them can alter the fluxes or the side of $z_2$ on which markers start, so finding one marked plane does not by itself rule out (2). The numerical output lists the main values used above.

## Computed results

```
B fraction in beta, gamma: 0.3333, 0.6667
D_int beta, gamma: 10, 20 um^2/h
  the same in SI: 2.78e-15, 5.56e-15 m^2/s
r = D_B/D_A in beta, gamma: 0.2, 4.0
annealing time: 100 h
thickness ratio gamma/beta: 1.6861
growth k beta, gamma: 6.988, 11.783 um/h^0.5
thickness beta, gamma: 69.88, 117.83 um
interfaces z1, z2, z3: -85.86, -15.98, 101.84 um
flux F beta, gamma: 0.1431, 0.1697 um/h
v/F beta, gamma: -1.7143, 1.5000
v beta, gamma: -0.2453, 0.2546 um/h
z/(2t) at z1, z2, z3: -0.4293, -0.0799, 0.5092 um/h
threshold r_star: 0.5931
Kirkendall planes beta, gamma: -49.06, 50.92 um
separation of planes: 99.99 um
ledger z1, K_beta, z2, K_gamma, z3: -85.86, -49.06, -15.98, 50.92, 101.85 um
beta made at z1, z2: 36.80, 33.08 um
gamma made at z2, z3: 66.90, 50.92 um
r recovered from planes: 0.2000, 4.0000
r_beta=0.2, r_gamma=4.0: 2 plane(s) inside layers, markers at -49.06, 50.92 um
r_beta=4.0, r_gamma=4.0: 1 plane(s) inside layers, markers at 50.92 um
r_beta=0.2, r_gamma=0.2: 1 plane(s) inside layers, markers at -49.06 um
r_beta=4.0, r_gamma=0.2: 0 plane(s) inside layers, markers at -15.98 um
random couples with 0, 1, 2 planes: 443, 1953, 471
two markers at 1 h: -2.10, -1.10 um
two markers at 100 h: -46.26, 44.73 um
their constant offsets from the planes: 2.81, -6.19 um
simulated z1, z2, z3 (range 0.02): -86.28, -16.11, 102.41 um
largest shift, finite range and grid: 0.56 um
fcc correlation factor (input): 0.7815
vacancy wind, effective r: 0.149, 5.233
vacancy wind, planes: -56.25, 59.60 um
5 % smaller compound volume, separation: 99.99 um
r graded by 1.5 each way, plane shift: 0.82, 2.40 um
unequal volumes 0.85, 1.10: threshold by atoms 0.8753
```
